# Ideal Subthreshold Swing of a Transistor with Body Tied to Gate

A transistor below threshold conducts by the few electrons that get over the barrier between source and channel. Their number follows a Boltzmann factor, so the current could grow tenfold for every \(\phi_t\ln 10\) of gate voltage, where \(\phi_t=kT/q\). With a grounded body it grows more slowly. The gate acts on the surface through the oxide capacitance, the body holds the surface back through the depletion capacitance, and the surface receives only a fraction of each gate step. The question is what happens when the body moves with the gate.

## Setting and assumptions

Consider an n-channel device on a p-type body. Potentials are measured from the source, \(x\) is depth below the oxide and \(y\) runs from source to drain. The band bending \(\psi(x)\) is measured from the deep neutral body and is positive when it attracts electrons. The assumptions are these.

1. **Long channel.** The potential varies slowly along \(y\), so Poisson's equation is solved in depth alone.
2. **Quasi-equilibrium in depth.** Holes follow the body potential \(V_B\). Electrons follow a channel potential \(V(y)\), with \(V(0)=0\) and \(V(L)=V_{DS}\). Both obey Boltzmann statistics.
3. **Weak inversion.** Electron charge is negligible in Poisson's equation. At zero gate-body voltage the surface is depleted by many \(\phi_t\).
4. **Negligible junction current.** It causes no voltage drop in the body, so \(V_B=V_G\), and adds nothing to the drain current.
5. **No electron-filled traps.** No interface charge varies with the channel electron level.

**Theorem.** Under these assumptions, at fixed \(V_{DS}>0\),

\[
I_D=\mu\frac{W}{L}\,\phi_t Q_0\,e^{V_G/\phi_t}\left(1-e^{-V_{DS}/\phi_t}\right),
\qquad
S\equiv\frac{dV_G}{d\log_{10}I_D}=\phi_t\ln 10 .
\]

Here \(W\) and \(L\) are the channel width and length, \(\mu\) is the low-field mobility, and \(Q_0\) is the magnitude of the electron sheet charge at the source end for \(V_G=0\).

## Three lemmas

**Lemma 1.** With \(u=V-V_B\) and \(N_b\) the doping of the deep body,

\[
n(x)=\frac{n_i^2}{N_b}\,e^{[\psi(x)-u]/\phi_t}.
\]

*Proof.* The quasi-Fermi energies are \(-qV\) for electrons and \(-qV_B\) for holes. Their difference sets the product \(np=n_i^2e^{(V_B-V)/\phi_t}=n_i^2e^{-u/\phi_t}\). Holes are repelled by positive \(\psi\), so \(p=N_be^{-\psi/\phi_t}\). Division gives the result. ∎

**Lemma 2.** In weak inversion \(\psi(x)\) depends on the applied voltages through \(V_{GB}=V_G-V_B\) alone.

*Proof.* Without electrons, Poisson's equation and its surface condition are

\[
\psi''=\frac{q}{\epsilon_s}\left[N_A(x)-N_be^{-\psi/\phi_t}\right],
\qquad
C_{ox}\left(V_{GB}-V_{FB}-\psi_s\right)=-\epsilon_s\psi'(0),
\]

with \(\psi\to0\) in the deep body and \(\psi_s=\psi(0)\). Only \(V_{GB}\) enters. The solution is unique. The difference \(d\) of two solutions obeys \(d''=c(x)d\) with \(c>0\), because the right side of Poisson's equation increases with \(\psi\). It also obeys \(d'(0)=(C_{ox}/\epsilon_s)d(0)\). Multiplying by \(d\) and integrating by parts,

\[
-\frac{C_{ox}}{\epsilon_s}d(0)^2-\int_0^\infty d'^2dx=\int_0^\infty c\,d^2dx .
\]

The left side cannot be positive and the right side cannot be negative, so \(d=0\). ∎

Tying sets \(V_{GB}=0\) at every gate voltage. The band bending \(\psi_0(x)\), the surface field and a mobility governed by that field are then frozen. The doping may vary with depth.

**Lemma 3.** For the tied device \(Q(u)=Q_0e^{-u/\phi_t}\), with \(Q_0\) independent of \(V_G\).

*Proof.* Count the electrons in excess of the neutral-body density \(n_b=(n_i^2/N_b)e^{-u/\phi_t}\), since those of the neutral body carry a separate bipolar current. By Lemma 1,

\[
Q=q\int(n-n_b)\,dx
=e^{-u/\phi_t}\;\frac{qn_i^2}{N_b}\int\left(e^{\psi_0(x)/\phi_t}-1\right)dx .
\]

By Lemma 2 the factor after the exponential is a constant, \(Q_0\). At the source end \(V=0\), so \(u=-V_G\), and \(Q=Q_0\) when \(V_G=0\). ∎

## Proof of the theorem

Drift and diffusion together give the electron current density \(\mu n\,d(-qV)/dy\). It points towards the source, so the current entering the drain is positive:

\[
I_D=\mu WQ\,\frac{dV}{dy}.
\]

This current is the same at every \(y\). Integrating from \(0\) to \(L\) and using Lemma 3 with \(u=V-V_G\),

\[
I_D=\mu\frac WL\int_0^{V_{DS}}Q_0e^{(V_G-V)/\phi_t}dV
=\mu\frac WL\,\phi_tQ_0e^{V_G/\phi_t}\left(1-e^{-V_{DS}/\phi_t}\right).
\]

At fixed \(V_{DS}\) only one factor contains \(V_G\). Hence \(d\ln I_D/dV_G=1/\phi_t\), and \(S=\phi_t\ln10\). ∎

Seen from the body, the surface well stays still while the source level moves. A rise of \(V_G\) lowers the source-to-surface barrier by the full \(qV_G\), with no capacitive divider in between.

For \(V_{DS}\ll\phi_t\) the bracket becomes \(V_{DS}/\phi_t\) and the device is a resistor whose conductance grows as \(e^{V_G/\phi_t}\). For \(V_{DS}\gg\phi_t\) the current saturates. The swing is the same in both limits. Fixed \(V_{DS}\) matters: if the drain were also joined to the gate, the current would vary as \(e^{V_G/\phi_t}-1\), and its logarithmic slope would include the drain's action.

## Grounded and partly tied bodies

Let a gate step move the body by \(dV_B=\kappa\,dV_G\), and take uniform doping \(N_A\). Multiplying Poisson's equation by \(2\psi'\) and integrating from the neutral body gives the depletion charge \(Q_{dep}=-\epsilon_s\psi'(0)\):

\[
Q_{dep}=\sqrt{2q\epsilon_sN_A\left[\psi_s-\phi_t+\phi_te^{-\psi_s/\phi_t}\right]},
\qquad C_d=\frac{dQ_{dep}}{d\psi_s}.
\]

Differentiating \(C_{ox}(V_{GB}-V_{FB}-\psi_s)=Q_{dep}\) gives \(dV_{GB}=n\,d\psi_s\), with the slope factor \(n=1+C_d/C_{ox}\) (not to be confused with the density \(n(x)\)). Since \(dV_{GB}=(1-\kappa)dV_G\), the surface moves relative to the body by \(d\psi_s=(1-\kappa)dV_G/n\).

The electrons lie within about \(\phi_t\) of the top of the band bending, a layer of thickness \(\phi_t\epsilon_s/Q_{dep}\). To leading order \(Q\propto e^{(\psi_s-u)/\phi_t}/Q_{dep}\), so

\[
d\ln Q=\frac{(1-\varepsilon)\,d\psi_s-du}{\phi_t},
\qquad \varepsilon=\frac{\phi_tC_d}{Q_{dep}} .
\]

At a fixed channel potential \(du=-\kappa\,dV_G\). Source and drain ends respond equally, because \(\psi_s\) does not depend on \(V\) in weak inversion. Therefore

\[
S=\phi_t\ln10\;\frac{n}{(1-\kappa)(1-\varepsilon)+n\kappa}.
\]

A grounded body (\(\kappa=0\)) gives \(n\phi_t\ln10/(1-\varepsilon)\). At \(\kappa=1\) both \(n\) and \(\varepsilon\) cancel.

## Where weak inversion ends

**Proposition.** Keep the electrons in Poisson's equation, with constant \(\mu\), a doping nowhere above that of the deep body, and the other assumptions unchanged. Then \(S\ge\phi_t\ln10\) for the tied device.

*Proof.* With \(V_{GB}=0\) the sheet charge still depends on \(u\) alone, so

\[
I_D=\mu\frac WL\int_{-V_G}^{V_{DS}-V_G}Q(u)\,du,
\qquad
\frac{dI_D}{dV_G}=\mu\frac WL(Q_s-Q_d).
\]

The derivative comes from the two limits; \(Q_s\) and \(Q_d\) are the charges at the source and drain ends. Adding \(q(n-n_b)/\epsilon_s\) to the right side of Poisson's equation keeps the deep body neutral, for \(n_b\ll N_b\). Its derivative with respect to \(u\), with \(\theta=\partial\psi/\partial u\), is

\[
\theta''=\frac{q}{\epsilon_s\phi_t}\left[(p+n)\theta-(n-n_b)\right],
\qquad \theta'(0)=\frac{C_{ox}}{\epsilon_s}\theta(0).
\]

The surface is depleted, so \(\psi_s>0\). A negative minimum of \(\psi\) inside the body would need \(\psi''\ge0\), but with this doping the right side of Poisson's equation is negative wherever \(\psi<0\). Hence \(\psi\ge0\) and \(n\ge n_b\). A negative minimum of \(\theta\) inside the body would need \(\theta''\ge0\), but the right side would be negative. A negative minimum at the surface would need \(\theta'(0)\ge0\), but the boundary condition makes it negative. Since \(\theta\to0\) in the deep body, \(\theta\ge0\). Then

\[
\frac{\partial(n-n_b)}{\partial u}=\frac{-(n-n_b)+n\theta}{\phi_t}\ge-\frac{n-n_b}{\phi_t},
\]

and integration over depth gives \(-dQ/du\le Q/\phi_t\). Differentiating the total charge balance gives \(dQ/du=-C_{ox}\theta(0)-(q/\phi_t)\int p\,\theta\,dx<0\), so \(Q_s>Q_d\). Integrating over \(u\), \(Q_s-Q_d\le\phi_t^{-1}\int Q\,du\). Since \(S=\ln10\int Q\,du/(Q_s-Q_d)\), the bound follows. ∎

The first correction follows from the surface charge balance. A small sheet charge \(Q\) lowers \(\psi_s\) by \(Q/C\), with \(C=C_{ox}+C_d\). Hence

\[
\ln\frac{Q}{Q_0}=-\frac u{\phi_t}-\frac{Q}{\phi_tC}
\quad\Rightarrow\quad
Q\,du=-\left(\phi_t+\frac QC\right)dQ .
\]

Integrating from source to drain and dividing by \(Q_s-Q_d\),

\[
\frac{S}{\phi_t\ln10}\simeq1+\frac{Q_s+Q_d}{2\phi_t(C_{ox}+C_d)} .
\]

## Why traps and junction current are excluded

Let traps of density \(D_{it}\) per area and energy be filled by channel electrons. The electron level at the surface, relative to midgap, moves by \(q(d\psi_s-du)\), and the trap charge by \(-C_{it}(d\psi_s-du)\), with \(C_{it}=q^2D_{it}\). At \(V_{GB}=0\) the charge balance becomes

\[
-C_{ox}d\psi_s=C_dd\psi_s+C_{it}(d\psi_s-du)
\;\Rightarrow\;
d\psi_s=\frac{C_{it}}{C_{ox}+C_d+C_{it}}\,du .
\]

Inserting this in \(d\ln Q\simeq(d\psi_s-du)/\phi_t\), without the small \(\varepsilon\), gives

\[
S\simeq\phi_t\ln10\left(1+\frac{C_{it}}{C_{ox}+C_d}\right).
\]

Traps that follow the body's hole level respond to \(\psi_s\) alone. They stay frozen and leave the swing ideal.

A body current \(I_B\) through a body resistance \(R_B\) gives \(V_G=V_B+R_BI_B(V_B)\), hence \(\kappa=1/(1+R_B\,dI_B/dV_B)<1\), and the partial-tying formula applies as long as the channel is still in weak inversion. A constant drain leakage \(I_\ell\) added to a channel current \(I_{ch}\) multiplies the swing by \(1+I_\ell/I_{ch}\).

## A silicon example

Take a partially depleted silicon-on-insulator transistor with an n⁺ polysilicon gate and these rough typical values: oxide 5 nm, film 150 nm, \(N_A=3\times10^{17}\) cm⁻³, \(n_i=10^{10}\) cm⁻³, gap 1.12 eV, \(\mu=400\) cm²/Vs, \(W=10\) µm, \(L=1\) µm, \(V_{DS}=0.5\) V and \(T=300\) K. Then \(\phi_t=25.85\) mV and the ideal swing is 59.53 mV/decade.

The Fermi potential is \(\phi_F=\phi_t\ln(N_A/n_i)=0.445\) V. With the gate Fermi level at the conduction-band edge, \(V_{FB}=-(0.56+0.445)=-1.005\) V. Solving the surface balance numerically at \(V_{GB}=0\) gives \(\psi_s=0.645\) V. The oxide takes the remaining 0.360 V, and \(Q_{dep}=0.6906\times0.3597=0.248\) µC/cm². With \(C_d=0.2005\) µF/cm², \(n=1+0.2005/0.6906=1.290\) and \(\varepsilon=0.021\).

With the band bending held at its frozen value, the surface electron density would reach \(N_A\) when \(\psi_s+V_G=2\phi_F\), at \(V_G=0.890-0.645=0.245\) V. This is a conventional mark for the end of weak inversion. The swing leaves its ideal value gradually, and somewhat earlier. Numerical integration over the layer gives \(Q_0=4.10\times10^{-13}\) C/cm², so at \(V_G=0\) the current is \(400\times10\times0.02585\times4.10\times10^{-13}=4.24\times10^{-11}\) A.

The table keeps holes and electrons in Poisson's equation. Charge and current were found by quadrature and the swing by differencing \(\log_{10}I_D\). Mobility is held constant in both connections. Currents are in A, swings in mV/decade.

| \(V_G\) (V) | \(I_D\) tied | \(S\) tied | \(I_D\) grounded | \(S\) grounded |
|---|---|---|---|---|
| 0.0 | 4.24×10⁻¹¹ | 59.53 | 4.24×10⁻¹¹ | 78.5 |
| 0.1 | 2.03×10⁻⁹ | 59.55 | 8.14×10⁻¹⁰ | 77.3 |
| 0.2 | 9.51×10⁻⁸ | 60.7 | 1.63×10⁻⁸ | 76.5 |
| 0.3 | 2.84×10⁻⁶ | 84.5 | 3.18×10⁻⁷ | 80.3 |

From the same current at \(V_G=0\), the tied device carries 5.8 times the grounded current at 0.2 V. At 0.3 V its swing is the worse of the two, because it has passed its onset of strong inversion. At 0.15 V the computed excess over the ideal swing is 0.29%. The inversion-charge formula also gives 0.29%, but so close a match is partly luck: the terms it neglects are each a few per cent of the excess and nearly cancel here.

The partial-tying formula gives 78.4 mV/decade for the grounded body at \(V_G=0\), against 78.5 computed. For \(\kappa=0.5\) both give 67.7. Between 0 and 0.2 V the surface field, initially 0.24 MV/cm, changes by 0.3% when tied and by 12% when grounded.

A doping rising from \(10^{17}\) at the surface to \(5\times10^{17}\) cm⁻³ in depth, as \(1-e^{-(x/30\,\mathrm{nm})^2}\), was treated by finite differences with the same \(V_{FB}\). Between \(-0.1\) and 0 V the sheet charge has a swing of 59.5 mV/decade tied and 80.6 grounded. At 358 K, with \(n_i\) rescaled for a fixed gap, the uniform tied device gives 71.0 mV/decade at \(V_G=0\), equal to the ideal value there.

## The model beside a real device

These parameters suit a body-contacted transistor with a fairly thick oxide; the channel is deliberately long. Real interfaces have traps. For a rough \(10^{11}\) cm⁻²eV⁻¹, spread evenly over the gap and filled by channel electrons, \(C_{it}=0.016\) µF/cm² and the computed tied swing at \(V_G=0\) rises by 1.8% to 60.6 mV/decade. The body contact is the other weak point. With hole mobility 200 cm²/Vs and 98 nm of neutral film, the resistance across the full width is about 106 kΩ, if the depletion layers of the source and drain junctions, which narrow the path, are ignored. For a 10 ns lifetime, counting all electrons injected into the body as lost but neglecting holes injected into the source, the estimated body current is \(3\times10^{-13}\) A at 0.2 V and 1.6 nA at 0.6 V, where the estimated ohmic drop is 0.16 mV. This estimate sends the whole current through the whole resistance. In fact the current enters along the width, and with a diffusion length of 3.2 µm only about 4% of the injected electrons recombine in the body; the rest reach the drain. Both make the drop smaller, while the neglected hole injection and the narrowed path make it larger, so the figure is a pessimistic estimate and not a strict bound. At a junction voltage of 0.8 V the current would be 2.3 µA and the same estimate 0.24 V, so there it no longer shows that the body follows the gate. That is far beyond weak inversion, where the swing formulas no longer hold. Thermal generation at the drain junction, estimated cautiously with the same lifetime and the full depletion width, gives a leakage of \(10^{-14}\) A, or 0.02% of the current at \(V_G=0\). Tunnelling leakage at the drain is not included.

Confinement in the surface well raises the lowest electron level by roughly 67 meV in a triangular-well estimate with mass \(0.92\,m_e\), the value for the two valleys normal to a (100) surface. This lowers the current, and by a large factor. Summing the subbands of all six valleys in the frozen well, with a hard wall at the oxide, gives about 0.2 of the classical sheet charge. The classical \(Q_0\) and the weak-inversion currents above are therefore about five times too high for a (100) device, equivalent to a shift of about 40 mV in the tied gate voltage. The grounded swing at \(V_G=0\) rises from 78.5 to about 81 mV/decade. Because the well is frozen, the levels are fixed relative to the body and their Boltzmann occupation still varies as \(e^{-u/\phi_t}\), so the slope survives. Short channels break the theorem's first assumption. The decay length \(\lambda=\sqrt{\epsilon_st_{ox}w/\epsilon_{ox}}\), with depletion width \(w=52\) nm, is about 28 nm. The estimated drain influence \(e^{-L/2\lambda}\) is of order \(10^{-8}\) at 1 µm, but it grows exponentially as \(L\) shrinks towards a few \(\lambda\).
